# Small-Signal Impedance of a Self-Heated Activated Resistor

**Definitions and conventions**

A two-terminal resistor carries a current \(I\) at a voltage \(V\). It has a single temperature \(T\), a heat capacity \(C\), and surroundings at temperature \(T_0\). At fixed temperature it is ohmic, and its resistance is thermally activated:

\[
V=I\,R(T),\qquad R(T)=R_a\,e^{E_a/k_BT}. \tag{1}
\]

Here \(E_a\) is the activation energy and \(R_a\) a constant. The heat lost per unit time, \(W(T)\), increases with \(T\) and vanishes at \(T_0\). Energy conservation gives

\[
C\,\frac{dT}{dt}=IV-W(T). \tag{2}
\]

At a steady operating point the electrical power \(P=IV\) equals \(W(T)\). For a given current this point is unique, because \(I^2R(T)\) falls with temperature while \(W(T)\) rises. From here on \(I\), \(V\), \(T\), \(P\) and \(R=V/I\) denote steady values. Four further quantities are evaluated at the same point:

\[
a=-\frac{d\ln R}{dT}=\frac{E_a}{k_BT^2},\qquad G=\frac{dW}{dT},\qquad \tau=\frac{C}{G},\qquad \beta=\frac{aP}{G}. \tag{3}
\]

The number \(\beta\) measures the electrothermal feedback. A small temperature rise \(\theta\) lowers the resistance by the fraction \(a\theta\) and raises the heat loss by \(G\theta\); \(\beta\) compares \(aP\theta\) with \(G\theta\).

Small signals vary as \(e^{+j\omega t}\), with complex amplitudes \(i\), \(v\) and \(\theta\) for current, voltage and temperature. The impedance is \(Z=v/i\), and a positive imaginary part is inductive.

**Linearization**

To first order, (1) gives \(v=R\,i+I\,(dR/dT)\,\theta\). Since \(dR/dT=-aR\) and \(IR=V\),

\[
v=R\,i-aV\theta. \tag{4}
\]

In (2) the steady terms cancel. The product \(IV\) changes by \(Vi+Iv\), the loss changes by \(G\theta\), and the time derivative becomes \(j\omega\):

\[
(G+j\omega C)\,\theta=V\,i+I\,v. \tag{5}
\]

Insert (4) into the last term, using \(IR=V\) and \(IV=P\):

\[
I\,v=IR\,i-aIV\,\theta=V\,i-aP\,\theta .
\]

Moving the temperature term to the left of (5) gives

\[
(G+aP+j\omega C)\,\theta=2V\,i. \tag{6}
\]

The factor 2 reflects the fact that Joule heat at fixed resistance is quadratic in the current. The term \(+aP\) is a stabilizing feedback: at fixed current, a warmer resistor has a lower voltage and receives less power.

At fixed voltage the sign is reversed. Setting \(v=0\) in (4) gives \(i=aV\theta/R\), so (5) contains \(Vi=aV^2\theta/R=aP\theta\) on the right, and the effective thermal conductance is \(G-aP\).

**The impedance**

Solve (6) for \(\theta\), insert it into (4) and divide by \(i\). With \(V^2=PR\),

\[
Z=R-\frac{2aV^2}{G+aP+j\omega C}
=R-\frac{2aPR}{G+aP+j\omega C}.
\]

Dividing the numerator and denominator of the fraction by \(G\) gives

\[
Z(\omega)=R-\frac{2\beta R}{1+\beta+j\omega\tau}. \tag{7}
\]

Over a common denominator the numerator is \(1+\beta+j\omega\tau-2\beta\), hence

\[
\boxed{Z(\omega)=R\,\frac{1-\beta+j\omega\tau}{1+\beta+j\omega\tau}} \tag{8}
\]

The activated form of \(R(T)\) enters through \(a\) alone. Equation (8) therefore holds for any smooth \(R(T)\) and \(W(T)\), provided the resistor is ohmic at fixed temperature, has one temperature, and is driven weakly enough for linearization.

**The two ends of the spectrum**

At zero frequency,

\[
Z(0)=R\,\frac{1-\beta}{1+\beta}. \tag{9}
\]

This must be the slope of the static curve, which can be found without the impedance. Along that curve \(d\ln V=d\ln I-a\,dT\). The power balance \(IV=W\) gives \(P(d\ln I+d\ln V)=G\,dT\), so \(a\,dT=\beta(d\ln I+d\ln V)\). Elimination of \(dT\) yields

\[
(1+\beta)\,d\ln V=(1-\beta)\,d\ln I ,
\]

and multiplication by \(V/I=R\) turns this into \(dV/dI=Z(0)\). The slope is negative if and only if \(\beta>1\), given \(a>0\). As \(\beta\) grows, \(Z(0)\) approaches \(-R\) but does not pass it.

At high frequency, (7) gives

\[
Z\simeq R+\frac{2j\beta R}{\omega\tau},\qquad \omega\tau\gg1+\beta. \tag{10}
\]

The temperature no longer follows the signal, and the impedance tends to the chord resistance \(V/I\). This end depends on ohmic conduction at fixed temperature. If instead \((\partial\ln I/\partial\ln V)_T=1+m\), then \(R\,i\) in (4) is replaced by \((\partial V/\partial I)_T\,i\). With \(\theta\to0\) the limit becomes

\[
Z(\infty)=\frac{V/I}{1+m}. \tag{11}
\]

**Why the response between them is inductive**

Multiply the numerator and denominator of (8) by \(1+\beta-j\omega\tau\). The real part of the new numerator is \((1-\beta)(1+\beta)+\omega^2\tau^2\). Its imaginary part is \(\omega\tau[(1+\beta)-(1-\beta)]=2\beta\omega\tau\). Thus

\[
Z=R\,\frac{1-\beta^2+\omega^2\tau^2+2j\beta\omega\tau}{(1+\beta)^2+\omega^2\tau^2}. \tag{12}
\]

For \(\beta>0\) the reactance is positive at every finite positive frequency, whether or not the static slope is negative. Activated conduction makes the response inductive; sufficiently strong feedback, \(\beta>1\), makes the resistance at its low-frequency end negative. In that case the real part changes sign at

\[
\omega_0=\frac{\sqrt{\beta^2-1}}{\tau}. \tag{13}
\]

The locus of \(Z\) is a half circle. Put \(\tan\varphi=\omega\tau/(1+\beta)\) and use \(1/(1+j\tan\varphi)=\cos\varphi\,e^{-j\varphi}=\tfrac12(1+e^{-2j\varphi})\). Then (7) becomes

\[
Z=\frac{R}{1+\beta}-\frac{\beta R}{1+\beta}\,e^{-2j\varphi}. \tag{14}
\]

The centre is \(R/(1+\beta)\) on the real axis and the radius is \(\beta R/(1+\beta)\). As \(\varphi\) runs from 0 to \(\pi/2\), the point moves from \(dV/dI\) through the upper half plane to \(V/I\). It passes the top at \(\varphi=\pi/4\), that is, at \(\omega\tau=1+\beta\).

An equivalent circuit follows from subtracting (9) from (7):

\[
Z-Z(0)=\frac{2\beta R}{1+\beta}-\frac{2\beta R}{1+\beta+j\omega\tau}
=\frac{2\beta R}{1+\beta}\,\frac{j\omega\tau}{1+\beta+j\omega\tau}.
\]

A resistance \(R_p\) in parallel with an inductance \(L\) has the impedance \(R_p\,j\omega/(R_p/L+j\omega)\). Comparison gives

\[
R_p=\frac{2\beta R}{1+\beta},\qquad L=\frac{R_p\,\tau}{1+\beta}=\frac{2\beta R\tau}{(1+\beta)^2}. \tag{15}
\]

This pair is in series with the resistance \(dV/dI\). The inductance represents delayed heating and involves no magnetic energy. After a small current step \(i\), the voltage change is

\[
\frac{v(t)}{i}=Z(0)+R_p\,e^{-(1+\beta)t/\tau}. \tag{16}
\]

It first jumps by \(Ri\), since \(Z(0)+R_p=R\), and then falls as the resistor warms.

If the resistance rises with temperature, \(a\) and \(\beta\) are negative, and (12) gives a capacitive response. For example, take a resistor of 100 Ω at \(T_0\), rising by 0.4 % of that value per kelvin, at 20 mA and with the thermal constants of the example below. It has \(\beta=-0.320\), and at \(\omega\tau=1\) integration of (2) gives \(Z=191-64j\) Ω.

**Turnover and threshold switching**

For linear loss, \(W=G(T-T_0)\) with constant \(G\), (3) gives

\[
\beta=\frac{E_a(T-T_0)}{k_BT^2}. \tag{17}
\]

The condition \(\beta=1\) is \(k_BT^2-E_aT+E_aT_0=0\), with roots

\[
T_\pm=\frac{E_a}{2k_B}\left[1\pm\sqrt{1-\frac{4k_BT_0}{E_a}}\right]. \tag{18}
\]

A region of negative slope exists if \(E_a>4k_BT_0\), and it lies between \(T_-\) and \(T_+\). With a smaller activation energy, heating bends the static curve but does not turn it over.

Stability depends on the external circuit. Replace \(j\omega\) by \(s\), so that a free disturbance varies as \(e^{st}\). Under current drive \(i=0\), and a free voltage disturbance requires a pole of \(Z\):

\[
s=-\frac{1+\beta}{\tau}. \tag{19}
\]

This is a decay for all \(\beta>0\). With a constant voltage source and a series resistance \(R_L\), the condition is \(Z(s)+R_L=0\), or

\[
R(1-\beta+s\tau)+R_L(1+\beta+s\tau)=0,
\]

\[
s=-\frac{R_L(1+\beta)+R(1-\beta)}{\tau(R+R_L)}. \tag{20}
\]

For \(\beta>1\) the point is stable if \(R_L>R(\beta-1)/(\beta+1)=|dV/dI|\). With \(R_L=0\) a disturbance grows at the rate \((\beta-1)/\tau\).

This is thermal threshold switching. If the applied voltage exceeds the maximum at \(T_-\), the Joule heat \(V^2/R(T)\) exceeds the loss at every temperature up to \(T_+\), and beyond it until the static voltage has risen again to the applied value. The resistor heats towards that hot state. If the state lies at an unphysically high temperature, as for the bead below, the external circuit or physics outside the model limits the current first.

A capacitance \(C_p\) in parallel with the resistor can destabilize even current drive. The total admittance must vanish, \(1/Z+sC_p=0\). Multiplying by \(R(1-\beta+s\tau)\) gives

\[
RC_p\tau\,s^2+\left[\tau-RC_p(\beta-1)\right]s+1+\beta=0. \tag{21}
\]

The first and last coefficients are positive, so both roots decay when the middle one is positive:

\[
C_p<\frac{\tau}{R(\beta-1)}\qquad(\beta>1). \tag{22}
\]

At the limit the middle term vanishes and \(s^2=-(1+\beta)/(RC_p\tau)=-(\beta^2-1)/\tau^2\). The oscillation frequency is therefore \(\omega_0\) of (13). A lossless capacitor can sustain a steady oscillation only where the resistor neither absorbs nor supplies small-signal power, which is where \(\operatorname{Re}Z=0\).

**A bead thermistor**

Take a ceramic bead thermistor of 1.0 mm diameter, with 10.0 kΩ at \(T_0=298.15\) K and \(E_a=0.30\) eV, so that \(E_a/k_B=3481\) K. The loss is linear with \(G=0.50\) mW/K. The heat capacity is 1.571 mJ/K, and

\[
\tau=\frac{1.571\ \text{mJ/K}}{0.50\ \text{mW/K}}=3.14\ \text{s}.
\]

Since \(E_a/k_BT_0=11.68\) exceeds 4, there is a turnover. Equation (18) puts it at 329.3 K, where the voltage is 7.18 V and the current 2.17 mA. The formal upper root, 3152 K, has no meaning for a real bead.

A bias of 6.0 mA lies beyond the turnover. The power balance gives \(T=370.95\) K, a rise of 72.8 K. Then \(R=1011\) Ω, \(V=6.07\) V and \(P=36.4\) mW, equal to \(0.50\times72.8\) mW. The feedback is

\[
\beta=\frac{0.0253\ \text{K}^{-1}\times36.4\ \text{mW}}{0.50\ \text{mW/K}}=1.84,
\]

and the low-frequency resistance is

\[
\frac{dV}{dI}=1011\ \Omega\times\frac{1-1.842}{1+1.842}=-300\ \Omega .
\]

The finite-difference slope of the static curve gives the same value. From (15), \(R_p=1311\) Ω and \(L=1449\) H. An inductance this large reflects a resistance change of about a kilohm delayed by about a second: \(L/R_p=1.1\) s.

The real part of \(Z\) is negative below 0.078 Hz, and the reactance peaks at 655 Ω at 0.144 Hz. At 5.07 Hz, where \(\omega\tau=100\), \(Z=1010+37j\) Ω, already close to \(V/I\). At the six frequencies listed in the numerical output, the impedance was also obtained by integrating (2) with a small sinusoidal current. The largest difference from (8) was \(3\times10^{-7}\) of \(R\). With a current amplitude of 10 % of the bias, the change at \(\omega\tau=1\) was 0.36 % of \(|Z|\).

On an ideal voltage source this operating point is unstable, with a growth rate of 0.27 s\(^{-1}\). A series resistance above 300 Ω stabilizes it against small disturbances. That does not ensure that the circuit reaches this point when switched on cold: with 310 Ω, and the source voltage chosen to allow 6.0 mA, it settles in a colder stable state at 2.5 mA, whereas with 330 Ω it reaches 6.0 mA. Under current drive, (22) allows a parallel capacitance of up to 3.7 mF.

**How far the model carries for a real bead**

The resistance, activation energy, heat loss and time constant are rough typical values for a small bead thermistor in still air. The bias is not typical of thermometry, where self-heating is kept small; it belongs to uses that rely on self-heating.

The assumptions that matter most here are the constant \(G\) and the constant prefactor \(R_a\). Their effects are compared at fixed current, temperature, resistance and power:

- Radiation with emissivity 0.9, and conduction of all the remaining heat through air whose conductivity grows as \(T^{0.8}\), make the slope \(dW/dT\) larger than the ratio \(W/(T-T_0)\). This lowers \(\beta\) from 1.84 to 1.68. It probably overstates the effect: still air can carry only roughly 40 % of the heat from a bead this small, and most of the rest leaves through the leads. If conduction through the leads is taken as linear in \(T-T_0\), \(\beta\) is about 1.75.
- A prefactor proportional to \(T\), which follows from the Einstein relation if the carrier density is fixed and the hopping diffusion coefficient is purely activated, reduces \(a\) by \(1/T\). Alone it lowers \(\beta\) to 1.65.
- Both together, still with all the remaining heat conducted through air, give \(\beta=1.50\) and \(dV/dI=-201\) Ω, a magnitude one third smaller than in the simple model.

Equation (8) itself survives these changes when \(a\) and \(G\) are the true local derivatives. The low-frequency resistance is sensitive because it contains the difference \(1-\beta\).

The single temperature is a fair approximation inside this bead, but heat stored in the leads is neglected. How much this matters depends on the wire. For two long metal leads with a thermal conductivity of 70 W/(m K) and a heat capacity of 2.8 J/(cm³ K), assumed to carry 55 % of \(G\), it changes \(Z\) by up to about 3 % of \(R\) if the wires are 0.1 mm thick, and by up to about 25 % if they are 0.2 mm thick. The second case needs weaker cooling of the wires than still air provides: in still air, long 0.2 mm wires alone would conduct about 1.3 times the assumed \(G\), and the change would be roughly 14 % of \(R\). Equation (8) with a single \(\tau\) therefore needs thin leads. In a uniformly heated sphere of radius \(r\) and thermal conductivity \(\kappa\), the centre is hotter than the surface by \(P/(8\pi\kappa r)\). For \(\kappa=3.0\) W/(m K) this is 0.97 K, which changes the local resistivity by 2.4 %. This estimate lets all the heat leave evenly through the surface. If 55 % of it leaves through two embedded 0.1 mm wires, the spread grows to roughly 3 to 5 K, or about 10 % in local resistivity, while the mean temperature rise of the conducting region shifts by about 2 K. The slowest radial diffusion mode has a corner at 12.9 Hz, where (10) leaves a reactance of only about 1.5 % of \(R\). The slowest non-radial mode, which leads on one side can excite, has its corner at 2.8 Hz, where the reactance is still about 7 % of \(R\).

Current could also concentrate into a hot filament. For a sideways temperature variation of wavenumber \(k\) at fixed field, the extra heating per volume is \(aq\theta\), where \(q\) is the power density, and conduction removes \(\kappa k^2\theta\). The ratio \(aq/\kappa k^2\) for the slowest sideways mode of the sphere is 0.034, far below the value 1 needed for growth. This is an estimate, since the field between real electrodes is not uniform.

For plane electrodes 0.5 mm apart the field is 121 V/cm; next to thin wire electrodes it is a few times larger. For hops over a distance \(d=0.3\) nm along a field \(F\), the current varies as \(\sinh x\) with \(x=eFd/2k_BT\), where \(e\) is the elementary charge. Then \(m=x\coth x-1\approx x^2/3\approx10^{-9}\) in (11). The Poole–Frenkel formula makes the current vary as \(F\exp(y)\) with \(y=\sqrt{e^3F/\pi\varepsilon}\,/k_BT\), so that \(m=y/2\). With a permittivity \(\varepsilon\) of 15 times the vacuum value, it would give \(m=0.034\) and lower the high-frequency limit by about 3 %. It assumes isolated charged centres, however, and places the barrier top 89 nm from the centre, far beyond the assumed hopping distance, so it is not expected to apply here.

The capacitance of the bead, about 0.2 pF in a parallel-plate estimate and smaller for wire electrodes, becomes important near 0.8 GHz or above; stray wiring capacitance lowers that frequency. Between the thermal and the capacitive ranges there is thus a wide interval in which the impedance of this model is \(V/I\). In a device much smaller than the bead, the field, the filament ratio and the separation of time scales must be evaluated afresh before (8) is used.

## Table of computed values

```
Inputs: T0 298.15 K, R(T0) 10.0 kohm, Ea 0.30 eV
  G 0.50 mW/K, bead diameter 1.0 mm, I 6.0 mA
  heat capacity per volume 3.0 J/(cm3 K), kappa 3.0 W/(m K)
  gap 0.5 mm, eps_r 15, hop 0.3 nm
  emissivity 0.9, air conductivity exponent 0.8
Ea/kB = 3481.4 K; Ea/(kB T0) = 11.68
heat capacity = 1.571 mJ/K; tau = 3.142 s
turnover: T = 329.30 K, V = 7.184 V, I = 2.168 mA
upper turnover temperature (formal) = 3152 K
operating T = 370.95 K, rise = 72.80 K
operating V = 6.067 V, P = 36.40 mW
a = 0.02530 1/K; beta = 1.8418
V/I = 1011.1 ohm; dV/dI formula = -299.5 ohm
dV/dI from static curve = -299.5 ohm
R_p = 1310.6 ohm; L = 1449 H; L/R_p = 1.105 s
arc centre = 355.8 ohm, radius = 655.3 ohm
Re Z = 0 at 0.0784 Hz; arc top at 0.1440 Hz
f (Hz) | Z formula (ohm) | Z simulated (ohm)
  0.0010 |  -299.5    +9.2j |  -299.5    +9.2j
  0.0253 |  -260.2  +223.7j |  -260.2  +223.7j
  0.0784 |     0.0  +550.3j |     0.0  +550.3j
  0.1440 |   355.8  +655.3j |   355.8  +655.3j
  0.7599 |   965.7  +239.7j |   965.7  +239.7j
  5.0661 |  1010.0   +37.2j |  1010.0   +37.2j
largest |difference|/R = 3.2e-07
10 % current swing at w tau = 1 changes Z by 0.36 %
current step: t (s), v/i simulated (ohm), circuit (ohm)
  0.000  1011.1  1011.1
  0.332  671.4  671.4
  1.105  182.6  182.6
  3.316  -234.3  -234.3
voltage drive growth rate = 0.2680 1/s
least stabilizing series load = 299.5 ohm
largest stable parallel capacitance = 3.691 mF
metal-like resistor: beta = -0.320, Z = 190.82 -64.36j ohm
Neglected effects:
  beta with air and radiation loss law = 1.676
  beta with prefactor ~ T = 1.646; with both = 1.497
  dV/dI with both = -201.3 ohm
  temperature spread in bead = 0.97 K, changes R by 2.4 %
  internal diffusion time = 12.4 ms, corner 12.9 Hz
  filament ratio (unstable above 1) = 0.034
  field = 121 V/cm; hopping non-ohmic exponent = 1.1e-09
  Poole-Frenkel exponent = 0.034, saddle distance = 89 nm
  bead capacitance = 0.21 pF, corner = 755 MHz
```
